Recursive hybrid tetrahedron method for zone integrals: weights, cost and errors, part 2

The task is to integrate a smooth periodic function F(k) over the occupied states of one band ε(k), from values on an N³ grid of spacing h, N even:

I[F] = ⟨F θ(μ − ε)⟩,  D[F] = ⟨F δ(μ − ε)⟩ = dI[F]/dμ

Here ⟨…⟩ is the zone average. The output is weights with I ≈ Σ_k w_k F_k and D ≈ Σ_k w′_k F_k. Errors are at fixed μ unless stated otherwise.

Each block of 2×2×2 cells is cut into six Kuhn tetrahedra, one per ordering of the axis steps a, b, c, with vertices 0, a, a+b, a+b+c. The vertices 0 to 3 and edge midpoints ij are ten grid nodes. They fix the quadratic interpolants ε̃ and F̃, with basis functions in the barycentric coordinates λ_i

φ_i = λ_i(2λ_i − 1),  φ_ij = 4λ_iλ_j

Dividing each tetrahedron n times into eight gives leaves, a Kuhn mesh of spacing

h_n = 2h/2ⁿ

on which the linear method is applied; n = 1 is the ordinary linear method. Matrices Q take node values from parent to child, and their transposes pull the weights back to the grid.

For a quadratic with Hessian H, let D_x = xᵀHx, H_ab = aᵀHb, and S be the sum of D over a tetrahedron's six edges. Then

vertex mean − true mean = S/40

C = D_a + D_b + D_c + D_{a+b+c}

D_{a+b} + D_{b+c} + D_{a+c} = 2(D_a + D_b + D_c) + 2(H_ab + H_bc + H_ac) = C

S = C + D_{a+b} + D_{b+c} = 2C − D_{a+c}

In a filled region at n = 4 the weights, in units of 1/N³, are −1.5583 at one point of each block, 1.5896 at four and 1.0667 at three. "Alias" is the resulting filled-band average of cos(N k_x a/2), truly zero.

The hidden pocket is ε = |k − k0|²/2 with μ = 0.02, centred between nodes of spacing ½, in model units. Depth 6 gives its volume as 0.03336; the exact value is 0.03351.

In the worked example the error falls ever more slowly with depth: this is the stall.

## Error from finite depth

Let ε̃ + η and F̃ + η_F be the piecewise linear functions on the leaves. Where ∇ε̃ is bounded away from zero on the Fermi surface, adding η moves the surface along its outward normal by −η/|∇ε̃|, which changes the occupied integral by −∫F η dS/|∇ε̃|. To first order,

I_n − I_∞ = ⟨θ η_F⟩ − ⟨δ F η⟩

where I_∞ is the exact integral of the quadratic interpolants. Here η is of order h_n² and its gradient of order h_n, so the neglected terms, of the form η∇η, are O(h_n³).

Inside one top-level tetrahedron the Hessian is constant and η is periodic on the fine mesh. Its mean over a leaf is S/40. A fine cube holds all six orderings, each middle step twice, so the mean of S = 2C − D_pair is 2C − C/3 = 5C/3, and the mean of η is C/24 with steps of length h_n:

η̄ = (h_n²/24) C[ε],  C[f] = ∇²f + (d·∇)²f,  d = (1,1,1)

The first part is D_a + D_b + D_c and the second is the body diagonal shared by all six tetrahedra. The remainder η − η̄ is a Fourier series in wavevectors G of size 2π/h_n or larger. On a curved surface the phase exp(iG·k) oscillates, and contributions survive only near points where G is normal to the surface, over an area of order 1/(|G|κ) for curvature κ, and along lines where the Hessian jumps, over a strip of width of order 1/|G|. By this order estimate both are smaller than the mean term by one power of h_n. The result is

I_n − I_∞ = (h_n²/24){⟨θ C[F̃]⟩ − ⟨δ F̃ C[ε̃]⟩} + O(h_n³)

It fails for a Fermi surface with flat pieces parallel to mesh planes, where the surface samples η at one phase only: the error is still O(h_n²) but its coefficient depends on the position of the plane in the cell. The area estimate also needs both principal curvatures to be non-zero where G is normal to the surface; on a cylindrical piece the phase is stationary along a line, over a strip of width of order (|G|κ)^(−1/2), and the remainder is O(h_n^(5/2)).

The sign has a direct meaning. A chord lies above a convex function, so where C[ε] > 0 the linear band is too high and too few states are counted. The curly bracket does not depend on n, so the error falls by 4 per level, and the combination (4I_{n+1} − I_n)/3 removes it. Because I is linear in the weights, this Richardson step can be applied to the θ weights w_k themselves. It does not carry over to the δ weights: the oscillating O(h_n³) term changes phase when μ moves the surface by one fine cell, so its μ derivative is O(h_n²), the same order as the mean term, and the depth error of D falls by about 4 per level only on average. What remains is the irregular O(h_n³) term, so a second extrapolation has no basis. At fixed electron number μ shifts by −δν/g, with ν = I[1] and g = D[1]. For F = ε the surface term −μ⟨δC⟩h_n²/24 equals μδν and is cancelled by the shift, leaving (h_n²/24)⟨θC[ε]⟩, a curvature error of the kind that the Blöchl correction addresses.

The cross terms of C are tested on bands ε = ½κᵀHκ with κ = k − k0, for which ε̃ = ε. The occupied ellipsoid has volume V = (4π/3)(2μ)^(3/2)/√det H, so dV/dμ = 3V/(2μ) and δV = −(h_n²/24)C·3V/(2μ). For F = κ_x², mapping to a ball of radius² 2μ gives ∫θF = V(2μ/5)(H⁻¹)_xx; this scales as μ^(5/2), so ∫δF = V(H⁻¹)_xx. With C[κ_x²] = 2 + 2 = 4 the predicted error is (h_n²/24)V[4 − C(H⁻¹)_xx]. Two Hessians that differ only in the sign of their off-diagonal elements have C = 7.70 and 4.70. At n = 6 the volume errors are −6.491×10⁻⁴ and −4.101×10⁻⁴ against predictions −6.496×10⁻⁴ and −4.101×10⁻⁴, and the κ_x² errors are −5.108×10⁻⁵ and −1.824×10⁻⁵ against −5.095×10⁻⁵ and −1.827×10⁻⁵. For the hidden pocket, C = 3 + 3 = 6 and h_6 = 1/64 give δV/V = −3h_n²/(8μ) = −0.46%, in line with 0.03336/0.03351 − 1 ≈ −0.45%.

## The floor

The limit I_∞ is not the exact integral. Let e = ε̃ − ε. Split ε on a tetrahedron into its quadratic Taylor polynomial and a remainder R of order h³. The polynomial is reproduced, so |e| ≤ (1 + Λ) max|R| with Λ the maximum of Σ|φ|. Only the φ_i can be negative, each by at most 1/8 (the minimum of λ(2λ−1), at λ = ¼), and Σφ = 1, so Λ ≤ 1 + 2·4/8 = 2, reached at the centroid. Thus e = O(h³). On a non-separable test function the rms error falls from 1.200×10⁻³ at N = 32 to 1.508×10⁻⁴ at N = 64, a ratio of 7.957 against the expected 8.

With E = max|e|, the set ε < μ − E lies inside ε̃ < μ, which lies inside ε < μ + E, so

ν(μ − E) ≤ ν_∞(μ) ≤ ν(μ + E)

For bounded density of states this bounds the floor by O(h³). The actual floor can be smaller. Inversion through a block centre turns the path (a,b,c) into (c,b,a) and nodes into nodes, so it commutes with interpolation. The cubic Taylor term about the centre is odd, its interpolation error is odd, and its mean over the block is zero. The h³ term then acts as a purely oscillating error, and the estimate used above lowers its surface average by one power of h on a curved surface, to O(h⁴), the order of the mean quartic error. That is an estimate in general. The example below allows a derivation.

## Worked example

The band is ε = ε₁(k_x) + ε₁(k_y) + ε₁(k_z) with ε₁ = −2t cos k, k in units of 1/a, t = 1 eV, μ = −3 eV, N = 16, h = 0.39270. All quantities are per cell and spin. Along an axis the surface reaches the k_max with ε₁(k_max) = μ + 4t, so cos k_max = −½ and k_max = 2π/3 = 2.09440.

Exact values come from convolving the square-lattice density g₂(E) = K(m)/(2π²t), m = 1 − E²/16t², with the chain. Setting μ − E = −2t cos k, the chain has filling k/π and energy −2t sin k/π, |dE| = 2t sin k dk, and its density of states times |dE| is dk/π. The closed form of g₂ is tested by its normalisation and by agreement of the filling, to 10⁻⁸, with a direct quadrature that does not use it. The results are ν = 0.11699950, band energy U = −0.4788889 eV and g = 0.0737754 eV⁻¹. For F = v_x² with ħv_x = ∂ε/∂k_x, the zone average of ∂_x[θ ∂_xε] = −δ(∂_xε)² + θ∂_x²ε vanishes by periodicity. Since ∇²ε = −ε for this band, cubic symmetry gives ⟨δ v_x²⟩ = −U/3 = 0.1596296 eV a²/ħ².

A function of k_x alone takes three k_x values on the ten nodes, and the parabola through them is a quadratic that fits all ten, so by uniqueness it is the interpolant. Hence ε̃ is a sum of three one-dimensional piecewise parabolas on panels of width 2h, and ν_∞ can be computed without tetrahedra by inverting the parabola and integrating over the other two axes. This gives ν_∞ = 0.11687468, tested stable to 10⁻⁷ under refinement, and g_∞ = 0.073992 eV⁻¹ by finite difference.

| n | ν_n | ν_n − ν | ν_n − ν_∞ | predicted |
|---|---|---|---|---|
| 1 | 0.11412728 | −2.872×10⁻³ | −2.747×10⁻³ | −2.844×10⁻³ |
| 2 | 0.11619769 | −8.018×10⁻⁴ | −6.770×10⁻⁴ | −7.111×10⁻⁴ |
| 3 | 0.11670463 | −2.949×10⁻⁴ | −1.701×10⁻⁴ | −1.778×10⁻⁴ |
| 4 | 0.11683230 | −1.672×10⁻⁴ | −4.239×10⁻⁵ | −4.444×10⁻⁵ |
| 5 | 0.11686408 | −1.354×10⁻⁴ | −1.061×10⁻⁵ | −1.111×10⁻⁵ |

The fourth column falls by 4.058, 3.981, 4.012 and 3.995; the last three are tested to lie within 0.3 of 4. The third column is the fourth plus the floor −1.248×10⁻⁴, which explains the stall: the two are comparable at n = 3, and beyond n = 4 the floor dominates. Relative to the exact filling the error drops from 2.5% to 0.12%. The Richardson value (4×0.11686408 − 0.11683230)/3 = 0.11687467 differs from ν_∞ by −1.7×10⁻⁸, below the level to which ν_∞ itself is verified.

The last column uses the true band. A separable band has no mixed derivatives, so C = 2∇²ε = −2ε, which is −2μ on the surface, and the prediction is (h_n²/12)μg. At n = 1, h² = 0.15421 and 0.15421/12 × (−3) × 0.0737754 = −2.844×10⁻³. Depth 1 is the linear method on true band values, so there the formula also predicts the error relative to the exact filling, −2.872×10⁻³, and does so to 1%. For the energy at n = 1 the bracket is −2U + 2μ²g = 0.9578 + 1.3280 = 2.2858 eV, and 0.15421/24 × 2.2858 = 1.469×10⁻² eV against the computed error 1.468×10⁻² eV. At n = 5 the energy error is 6.2×10⁻⁴ eV, and the Richardson value −0.478319 eV leaves 5.7×10⁻⁴ eV, the floor.

For n ≥ 2 the computed ν_n − ν_∞ is about 4.5% smaller in size than the prediction (1.061/1.111 = 0.955; tested within 10%). The formula calls for the Hessian of ε̃, constant on each panel, and the table used that of ε. This gap and the floor both follow from one reduction. With G(k) = g₂(μ − ε₁(k)), any function y of one component has ⟨δ y(k_x)⟩ = (1/π)∫₀^kmax G y dk, and the three axes contribute equally. At k_max the other two components sit at the bottom of the square-lattice band, where E + 4t = tκ² and the filling πκ²/(2π)² gives G = 1/(4πt). Beyond k_max, G is zero. Also ε₁′ = √3 t and ε₁‴ = −√3 t there. Let u be the distance from a panel centre and s = u/h at k_max. Since k_max/2h = N/6 = 2.667, the end point lies in the panel centred on 2.5, at s = +1/3.

For the Hessian, ε̃₁″ − ε₁″ ≈ −ε₁‴u, which integrates to zero on full panels and to ε₁‴h²(1 − s²)/2 = −(4√3/9)t h² on the cut one. Multiplying by 3G/π gives −√3h²/(3π²) = −0.0090, which is −4.1% of −μg = 0.2213. This end term alone accounts for most of the gap; smooth terms of the same order in h were left out, and the estimate is not among the tests.

For the floor, the parabola through u = −h, 0, h replaces u³ by h²u and u⁴ by h²u², so

e = −ε₁‴ u(u² − h²)/6 − ε₁⁗ u²(u² − h²)/24 + …

and ν_∞ − ν = −(3/π)∫G e dk to first order. On a full panel expand G = G₀ + G′u. The odd term vanishes, ∫u²(u² − h²)du = 2h⁵/5 − 2h⁵/3 = −4h⁵/15, and dividing by the width 2h gives h⁴(G′ε₁‴/45 + Gε₁⁗/180) per unit length. On the cut panel, ∫ from −h to sh of u(u² − h²) is h⁴(1 − s²)²/4. Together,

(ν_∞ − ν)/h⁴ → −(3/π)∫₀^kmax (G′ε₁‴/45 + Gε₁⁗/180) dk − √3(1 − s²)²/(32π²)

The floor is O(h⁴), with one part that depends on where the extremal point of the surface falls in its panel. The computed ratios for N = 8, 16, 32, 64 are −0.00407, −0.00525, −0.00489 and −0.00517. They keep one sign and vary little, where a position-dependent term would lead one to expect scatter. The reason is the choice of μ and N: N/6 has fractional part 1/3 or 2/3 for these grids, so s = ∓1/3 and (1 − s²)² = 64/81 every time. The end term is then −2√3/(81π²) = −0.0043, most of the total. For even N at this μ the fractional part of N/6 can only be 0, 1/3 or 2/3, so the end term either keeps this value or vanishes, the latter when N is a multiple of 6 and k_max falls on a panel edge. A change of μ moves s through its whole range, where (1 − s²)² lies between 0 and 1, and also changes the prefactor, through ε₁‴(k_max) = −2t sin k_max. The small alternation between grids follows the sign of s, which is what a correction of relative order h would do; that reading is not tested. The program tests that the floor stays below 0.02h⁴ on all four grids and that the unexpanded first-order integral reproduces it within 10⁻³h⁴ at N = 16 and 32 (−1.278×10⁻⁴ against −1.248×10⁻⁴, and −7.290×10⁻⁶ against −7.266×10⁻⁶).

The density of states runs 0.073727, 0.073929, 0.073974, 0.073987, 0.073991 eV⁻¹. It converges to g_∞, as it should, but g_∞ − g = 0.073992 − 0.073775 = 2.2×10⁻⁴ eV⁻¹, whereas depth 1 is off by only −5×10⁻⁵ eV⁻¹. The floor of g is the μ derivative of the floor of ν, and s moves fast with μ: ds/dμ = 1/(hε₁′) = 1/(√3 t h). With d(1 − s²)²/ds = −4s(1 − s²) = −32/27 at s = 1/3,

g_∞ − g ≈ h³/(27π² t) = 0.06056/266.5 = 2.3×10⁻⁴ eV⁻¹

close to the computed value (a derived estimate, not a test). So the δ floor is O(h³) here, one order worse than the θ floor, and changes sign with s. Depth 1 is the linear method on true band values and does not carry this floor; its own error also depends on where k_max falls on the grid, is smaller than the floor in this example, and is not derived here. The difference g₁ − g_∞ = −2.65×10⁻⁴ eV⁻¹ is that error minus the floor. The velocity average behaves better: 0.158490 at n = 1, an error of −0.7% relative to the exact value, and 0.159651 at n = 5, an error of about +0.01%, having crossed the exact value between n = 3 and n = 4. The program that produced these numbers and its output follow this note.

## Stability and failure modes

Rounding and noise. The product of Q matrices along any branch evaluates the top-level φ at a point, so its rows have absolute sum at most Λ = 2 at any depth. Noise in the grid energies is amplified by at most 2, and Σ|w_k| ≤ 2Σw_k. For filled regions the ratio at n = 4 is (1.5583 + 4×1.5896 + 3×1.0667)/8 = 1.39.

Negative and oversized weights. The w_k are quadrature weights, not occupations; they approach −8/5 and 8/5 of the uniform weight inside the Fermi sea. A charge density Σw_k|ψ_k|² is positive only to the extent that |ψ_k|² is well described by quadratics over 2h, and code that requires occupations in [0,1] cannot take these weights unchanged.

Choice of depth. For θ sums the depth error scales as h²4⁻ⁿ and the floor as h⁴ at best, so useful depths have 4ⁿ of order 1/(ha)² times a ratio of coefficients. For δ sums the floor can be O(h³), as in the example, and is then reached at smaller depth, and the −¾ relation below does not hold level by level. Since I_{n+1} − I_n is −¾ of the depth error at n, successive depths measure that error, but they say nothing about the floor. A change of N exposes it; a change of the block origin shows only the part that depends on where the surface falls in the blocks.

Band crossings. Energies sorted by size have a kink where bands cross. No cubic Taylor remainder exists there, and the pointwise error is O(h) in the tetrahedra concerned. If a crossing meets the Fermi surface, the orders derived here do not hold unless the bands are first connected smoothly. The same applies to F, whose matrix elements jump between sorted bands.

Critical points. The first-order expansions divide by |∇ε|. Near a van Hove energy their derivation, with its estimate of the remainder, no longer applies as it stands, while the two-sided bound on ν still holds. The interpolant also distorts the critical point itself: at the bottom of ε₁ = −2t + tk² − tk⁴/12, the parabola through 0, h, 2h has slope (4ε₁(h) − ε₁(2h) − 3ε₁(0))/2h = −(t/12)(4 − 16)h⁴/2h = th³/2 on the right and its mirror image on the left, so the smooth minimum becomes a shallow kink and the band-edge form of g is altered in a small energy window. A leaf with all four corners at one energy has a true δ-function density, which w′ at a single μ does not represent.

Mesh anisotropy. The diagonal d enters C, so the mesh can have less symmetry than the crystal. With a, b, c the three grid steps, it is mapped to itself by inversion and by the permutations of the four vectors a, b, c and −(a+b+c). On a simple cubic grid the only cubic operations among these are inversion, the axis permutations and their products. For an fcc crystal with the usual primitive reciprocal vectors, the four vectors point along the four body diagonals and the whole cubic group is kept. Quantities that vanish by a symmetry the mesh lacks vanish in general only to the order of the errors above, unless the weights are symmetrised over stars. For skew cells, d is best taken along the shortest body diagonal of the block, which a sign change of reduced axes arranges. Among the four choices of diagonal this gives the smallest sum of squared lengths of the seven edge vectors a, b, c, a+b, b+c, a+c and a+b+c, though not always the shortest longest edge.

Table of computed values

```
Q row x8 at lambda [0.75, 0.25, 0, 0] : 3 -1 0 0 6 0 0 0 0 0
Q row x8 at lambda [0.5, 0.25, 0.25, 0] : 0 -1 -1 0 4 4 0 2 0 0
Q row x8 at lambda [0.25, 0.25, 0.25, 0.25] : -1 -1 -1 -1 2 2 2 2 2 2
random N=4 n=3 theta: fine mesh -0.0000331299 pull-back -0.0000331299
random N=4 n=3 delta: fine mesh -0.0453040692 pull-back -0.0453040692
filled n=1 vertex 0.031250 node01 0.125000 node02 0.187500 | grid 1.0000 1.0000 1.0000 1.0000 alias 0.00000
filled n=2 vertex -0.029297 node01 0.179688 node02 0.199219 | grid -0.9375 1.4375 1.0625 1.4375 alias -0.25000
filled n=3 vertex -0.044800 node01 0.194824 node02 0.199951 | grid -1.4336 1.5586 1.0664 1.5586 alias -0.31250
filled n=4 vertex -0.048698 node01 0.198700 node02 0.199997 | grid -1.5583 1.5896 1.0667 1.5896 alias -0.32812
ellipsoid sign +1 C=7.70 n=6: dV -6.4912e-04 pred -6.4956e-04 | d<x^2> -5.1081e-05 pred -5.0952e-05
ellipsoid sign -1 C=4.70 n=6: dV -4.1007e-04 pred -4.1011e-04 | d<x^2> -1.8236e-05 pred -1.8271e-05
hidden pocket mu=0.02: min node energy 0.0817, volume n=6 0.03336, exact 0.03351
rms interpolation error N=32 1.200e-03 N=64 1.508e-04 ratio 7.957
t = 1.0 eV, mu = -3.0 eV, N = 16, h = 0.39270 1/a, kmax = 2.09440 1/a
exact: filling 0.11699950 /cell/spin, energy -0.4788889 eV, DOS 0.0737754 1/eV
exact: <vx^2 delta> = -E/3 = 0.1596296 eV a^2/hbar^2
floor N=8: N_inf-N_exact -1.547e-03, first order -1.656e-03, over h^4 -0.00407
floor N=16: N_inf-N_exact -1.248e-04, first order -1.278e-04, over h^4 -0.00525
floor N=32: N_inf-N_exact -7.266e-06, first order -7.290e-06, over h^4 -0.00489
floor N=64: N_inf-N_exact -4.802e-07, first order -4.811e-07, over h^4 -0.00517
quadratic limit N=16: filling 0.11687468, DOS 0.073992 1/eV
n=1 filling 0.11412728 energy -0.464208 eV DOS 0.073727 1/eV v2 0.158490 min(N^3 w) 0.000
    N-N_exact -2.872e-03 N-N_inf -2.747e-03 pred -2.844e-03 leaves 4320 of 24576
n=2 filling 0.11619769 energy -0.474813 eV DOS 0.073929 1/eV v2 0.159357 min(N^3 w) -0.938
    N-N_exact -8.018e-04 N-N_inf -6.770e-04 pred -7.111e-04 leaves 16512 of 196608
n=3 filling 0.11670463 energy -0.477440 eV DOS 0.073974 1/eV v2 0.159580 min(N^3 w) -1.434
    N-N_exact -2.949e-04 N-N_inf -1.701e-04 pred -1.778e-04 leaves 66528 of 1572864
n=4 filling 0.11683230 energy -0.478100 eV DOS 0.073987 1/eV v2 0.159637 min(N^3 w) -1.558
    N-N_exact -1.672e-04 N-N_inf -4.239e-05 pred -4.444e-05 leaves 264576 of 12582912
n=5 filling 0.11686408 energy -0.478264 eV DOS 0.073991 1/eV v2 0.159651 min(N^3 w) -1.590
    N-N_exact -1.354e-04 N-N_inf -1.061e-05 pred -1.111e-05 leaves 1056576 of 100663296
error ratios per level: 4.058 3.981 4.012 3.995 | leaf ratio 3.993
Richardson n=4,5: filling 0.11687467 (minus N_inf -1.66e-08), energy -0.478319 eV
energy error: n=1 1.468e-02 eV, n=5 6.247e-04 eV
```
